# Strict convexity and a unique SCF solution in finite-temperature reduced Hartree-Fock: a program that tests the result

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""Strict convexity of the reduced Hartree-Fock (Hartree-only) free energy.

Result under test, for density matrices 0 <= gamma <= 1 with trace N, kT = T > 0:
  F(gamma) = Tr(h gamma) + D(rho,rho)/2 + T Tr[g ln g + (1-g) ln(1-g)], g = gamma,
  l F(g1) + (1-l) F(g0) - F(l g1 + (1-l) g0)
      >= l (1-l) [2 T |g1-g0|^2 + D(rho1-rho0, rho1-rho0)/2],
so the self-consistent solution is unique.  D is the Coulomb form, |.| the
Hilbert-Schmidt norm, h the one-electron Hamiltonian, H[gamma] = h + Hartree.
Example: nitrogen atom, 6-31G, general complex spin orbitals, atomic units.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.optimize import brentq
from scipy.special import expit, xlogy
from pyscf import gto

rng = np.random.default_rng(7)
HARTREE_K = constants.physical_constants["hartree-kelvin relationship"][0]
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]

# ---------- nitrogen integrals in a symmetrically orthonormalized basis ----------
mol = gto.M(atom="N 0 0 0", basis="6-31g", spin=3, verbose=0)
overlap_values, overlap_vectors = np.linalg.eigh(mol.intor("int1e_ovlp"))
ortho = (overlap_vectors / np.sqrt(overlap_values)) @ overlap_vectors.T
core_spatial = ortho @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ ortho
n_orb = core_spatial.shape[0]
eri = mol.intor("int2e").reshape((n_orb,) * 4)
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, ortho, ortho, ortho, ortho,
                optimize=True)
core = np.kron(np.eye(2), core_spatial)
n_spin = 2 * n_orb
n_elec = mol.nelectron
kT = 0.1


def norm(matrix):
    return np.linalg.norm(matrix)


def random_hermitian(dim):
    a = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
    return (a + a.conj().T) / 2


def traceless(matrix):
    dim = len(matrix)
    return matrix - np.trace(matrix) / dim * np.eye(dim)


def fermi(hamiltonian, electrons, temp):
    """Fermi-Dirac density matrix with the chemical potential fixed by the trace."""
    e, v = np.linalg.eigh(hamiltonian)
    mu = brentq(lambda m: expit((m - e) / temp).sum() - electrons,
                e[0] - 50 * temp, e[-1] + 50 * temp, xtol=1e-14)
    return (v * expit((mu - e) / temp)) @ v.conj().T, mu


def spin_sum(gamma):
    return gamma[:n_orb, :n_orb] + gamma[n_orb:, n_orb:]


def potential(gamma, exchange=False):
    hartree = np.einsum("pqrs,sr->pq", eri, spin_sum(gamma)).real
    v = np.kron(np.eye(2), hartree).astype(complex)
    if exchange:
        g = gamma.reshape(2, n_orb, 2, n_orb)
        v -= np.einsum("prsq,arbs->apbq", eri, g,
                       optimize=True).reshape(n_spin, n_spin)
    return v


def coulomb_form(delta):
    p = spin_sum(delta)
    return np.einsum("pq,pqrs,rs->", p, eri, p, optimize=True).real


def neg_entropy(gamma):
    n = np.clip(np.linalg.eigvalsh(gamma), 0.0, 1.0)
    return float(np.sum(xlogy(n, n) + xlogy(1 - n, 1 - n)))


def free_energy(gamma, temp, exchange=False):
    energy = np.trace((core + potential(gamma, exchange) / 2) @ gamma).real
    return energy + temp * neg_entropy(gamma)


def scf(h_start, temp, exchange=False, mix=0.3):
    h_in = h_start.astype(complex)
    history = []
    for _ in range(3000):
        gamma, mu = fermi(h_in, n_elec, temp)
        h_out = core + potential(gamma, exchange)
        residual = traceless(h_out - h_in)
        history.append((norm(residual), gamma))
        if history[-1][0] < 1e-10:
            return gamma, h_out, history
        h_in = h_in + mix * residual
    raise AssertionError("damped iteration did not converge")


# ---------- Coulomb positivity: real space against Fourier space ----------
r = np.linspace(0.0, 20.0, 200001)
shell = 4 * np.pi * r**2 * ((1 / np.pi)**1.5 * np.exp(-r**2)
                            - (0.5 / np.pi)**1.5 * np.exp(-0.5 * r**2))
enclosed = cumulative_trapezoid(shell, r, initial=0.0)
d_real = 2 * trapezoid(shell[1:] * enclosed[1:] / r[1:], r[1:])
d_fourier = 2 / np.pi * quad(
    lambda k: (np.exp(-k**2 / 4) - np.exp(-k**2 / 2))**2, 0, np.inf)[0]
assert abs(d_real - d_fourier) < 1e-7 and d_real > 0
rows, cols = np.tril_indices(n_orb)
gram = eri[rows, cols][:, rows, cols]
gram_min = np.linalg.eigvalsh(gram)[0]
assert gram_min > -1e-10

# ---------- strong convexity on random pairs, some on the boundary ----------
smallest_ratio = np.inf
for scale_a, scale_b in [(0.1, 0.2), (1, 1), (1, 5), (200, 200), (0.1, 200)] * 12:
    g1 = fermi(scale_a * random_hermitian(n_spin), n_elec, 1.0)[0]
    g0 = fermi(scale_b * random_hermitian(n_spin), n_elec, 1.0)[0]
    lam = rng.uniform(0.1, 0.9)
    gap = (lam * free_energy(g1, kT) + (1 - lam) * free_energy(g0, kT)
           - free_energy(lam * g1 + (1 - lam) * g0, kT))
    bound = lam * (1 - lam) * (2 * kT * norm(g1 - g0)**2
                               + coulomb_form(g1 - g0) / 2)
    assert gap >= bound - 1e-10
    smallest_ratio = min(smallest_ratio, gap / bound)

# the constant 2 in the entropy part is approached at half filling
half = np.eye(n_spin) / 2
small = random_hermitian(n_spin)
small *= 0.02 / norm(small)
sharp = (0.5 * neg_entropy(half + small) + 0.5 * neg_entropy(half - small)
         - neg_entropy(half)) / (0.25 * norm(2 * small)**2)
assert abs(sharp - 2) < 1e-3

# ---------- derivative of F against finite differences ----------
g_test = fermi(0.5 * random_hermitian(n_spin), n_elec, 1.0)[0]
n_test, v_test = np.linalg.eigh(g_test)
logit = (v_test * np.log(n_test / (1 - n_test))) @ v_test.conj().T
direction = traceless(random_hermitian(n_spin))
direction /= norm(direction)
slope_formula = np.trace((core + potential(g_test) + kT * logit) @ direction).real
step = 1e-5
slope_fd = (free_energy(g_test + step * direction, kT)
            - free_energy(g_test - step * direction, kT)) / (2 * step)
assert abs(slope_formula - slope_fd) < 1e-6

# ---------- SCF from very different starts ----------
zeeman = np.kron(np.diag([-1.0, 1.0]), np.eye(n_orb))
starts = [core, core + random_hermitian(n_spin), core + 3 * random_hermitian(n_spin),
          core + 2 * zeeman, random_hermitian(n_spin)]
runs = [scf(start, kT) for start in starts]
gamma_star, h_star, _ = runs[0]
first_spread = max(norm(a[2][0][1] - b[2][0][1]) for a in runs for b in runs)
final_spread = max(norm(a[0] - b[0]) for a in runs for b in runs)
assert first_spread > 0.5 and final_spread < 1e-8
f_star = free_energy(gamma_star, kT)
mu_star = fermi(h_star, n_elec, kT)[1]
levels, orbitals = np.linalg.eigh(h_star)
occ = np.diag(orbitals.conj().T @ gamma_star @ orbitals).real

# symmetry of the solution reached from a random, symmetry-broken start
g_random = runs[2][0]
moment_random = abs(np.trace(-zeeman @ g_random).real)
levels_random = np.linalg.eigvalsh(runs[2][1])
p_spread = np.ptp(levels_random[4:10])
assert moment_random < 1e-8 and p_spread < 1e-8

# stationarity of F itself, in the subspace of fractionally filled orbitals
valence = orbitals[:, occ * (1 - occ) > 1e-3]
assert valence.shape[1] >= 8
x_val = traceless(random_hermitian(valence.shape[1]))
x_val = valence @ (x_val / norm(x_val)) @ valence.conj().T
slope_star = (free_energy(gamma_star + step * x_val, kT)
              - free_energy(gamma_star - step * x_val, kT)) / (2 * step)
assert abs(slope_star) < 1e-5

# free-energy gap above the solution, and the residual error bound
for scale in [0.1, 1, 5, 200] * 5:
    trial = fermi(scale * random_hermitian(n_spin), n_elec, 1.0)[0]
    d = trial - gamma_star
    assert (free_energy(trial, kT) - f_star
            >= 2 * kT * norm(d)**2 + coulomb_form(d) / 2 - 1e-9)
for _, _, history in runs:
    for res, gamma in history:
        assert norm(gamma - gamma_star) <= res / (4 * kT) + 1e-8

# ---------- zero temperature: one density, many density matrices ----------
gamma_cold, h_cold, _ = scf(h_star, 0.01, mix=0.1)
_, v_cold = np.linalg.eigh(h_cold[:n_orb, :n_orb])
fill_up = v_cold[:, :5] @ v_cold[:, :5].conj().T
fill_down = v_cold[:, :2] @ v_cold[:, :2].conj().T
polarized = np.zeros((n_spin, n_spin), complex)
polarized[:n_orb, :n_orb] = fill_up
polarized[n_orb:, n_orb:] = fill_down
h_pol = core + potential(polarized)
aufbau_error = abs(np.trace(h_pol @ polarized).real
                   - np.linalg.eigvalsh(h_pol)[:n_elec].sum())
e_pol, e_half = free_energy(polarized, 0.0), free_energy(gamma_cold, 0.0)
density_diff = norm(spin_sum(polarized - gamma_cold))
gamma_diff = norm(polarized - gamma_cold)
assert aufbau_error < 1e-7 and abs(e_pol - e_half) < 1e-7
assert density_diff < 1e-7 and gamma_diff > 1

# the polarized projector as a trial state at the working temperature
d_pol = polarized - gamma_star
gap_pol = free_energy(polarized, kT) - f_star
bound_ent = 2 * kT * norm(d_pol)**2
bound_coul = coulomb_form(d_pol) / 2
assert gap_pol >= bound_ent + bound_coul

# logarithmic slope at the boundary: change per decade of the mixing weight
uniform = np.eye(n_spin) * n_elec / n_spin
slopes = [(free_energy((1 - w) * polarized + w * uniform, kT)
           - free_energy(polarized, kT)) / w for w in (1e-6, 1e-7)]
decade_measured = slopes[0] - slopes[1]
decade_formula = kT * 2 * n_elec * (n_spin - n_elec) / n_spin * np.log(10)
assert abs(decade_measured - decade_formula) < 1e-3

# ---------- with exchange: two solutions and a convexity violation ----------
hf_up = scf(h_star + 0.3 * zeeman, kT, exchange=True)[0]
hf_down = scf(h_star - 0.3 * zeeman, kT, exchange=True)[0]
moment_up = np.trace(-zeeman @ hf_up).real
moment_down = np.trace(-zeeman @ hf_down).real
f_up, f_down = (free_energy(g, kT, True) for g in (hf_up, hf_down))
middle = (hf_up + hf_down) / 2
excess_hf = free_energy(middle, kT, True) - (f_up + f_down) / 2
excess_rhf = (free_energy(middle, kT)
              - (free_energy(hf_up, kT) + free_energy(hf_down, kT)) / 2)
assert moment_up > 1 and moment_down < -1 and abs(f_up - f_down) < 1e-7
assert excess_hf > 0 > excess_rhf

# ---------- unique solution, yet undamped iteration cycles ----------
repulsion = 1.0  # two sites, one spinless electron, energy U (n1^2 + n2^2)/2


def two_site(mix):
    g = np.diag([0.6, 0.4])
    for _ in range(300):
        previous = g
        g = g + mix * (fermi(repulsion * np.diag(np.diag(g)), 1, kT)[0] - g)
    return previous[0, 0] - previous[1, 1], g[0, 0] - g[1, 1]


cycle_a, cycle_b = two_site(1.0)
damped = two_site(0.3)[1]
cycle_root = brentq(lambda m: m - np.tanh(repulsion * m / (4 * kT)), 0.1, 1.0)
assert abs(cycle_a + cycle_b) < 1e-8 and abs(abs(cycle_b) - cycle_root) < 1e-8
assert abs(damped) < 1e-10

# ---------- printed results ----------
print(f"spin orbitals M = {n_spin}, electrons N = {n_elec}")
print(f"kT = {kT:.3f} hartree = {kT * HARTREE_K:.0f} K")
print(f"Coulomb form of Gaussian difference, real space = {d_real:.8f} hartree")
print(f"same, Fourier space = {d_fourier:.8f} hartree")
print(f"lowest eigenvalue of Coulomb Gram matrix = {gram_min:.3e} hartree")
print(f"smallest convexity gap / lower bound, 60 pairs = {smallest_ratio:.4f}")
print(f"entropy constant near half filling = {sharp:.6f} (dimensionless)")
print(f"dF test slope, formula = {slope_formula:.7f} hartree")
print(f"dF test slope, finite difference = {slope_fd:.7f} hartree")
print(f"number of SCF starts = {len(starts)}")
print(f"largest distance of first density matrices = {first_spread:.4f}")
print(f"largest distance of final density matrices = {final_spread:.1e}")
print(f"free energy F* = {f_star:.6f} hartree = {f_star * HARTREE_EV:.3f} eV")
print(f"energy part E* = {free_energy(gamma_star, 0.0):.6f} hartree")
print(f"entropy S*/k = {-neg_entropy(gamma_star):.6f}")
print(f"chemical potential = {mu_star:.6f} hartree")
for name, i in (("1s", 0), ("2s", 2), ("2p", 4), ("next", 10)):
    print(f"level {name}: {levels[i]:.6f} hartree, occupation {occ[i]:.6f}")
print(f"random start: final spin moment = {moment_random:.1e} electrons")
print(f"random start: final 2p level spread = {p_spread:.1e} hartree")
print(f"slope of F at solution, finite difference = {slope_star:.1e} hartree")
for it in (1, 5, 10, 20):
    res, gamma = runs[0][2][it - 1]
    print(f"iteration {it}: |R| = {res:.3e} hartree, error = "
          f"{norm(gamma - gamma_star):.3e}, bound = {res / (4 * kT):.3e}")
print(f"polarized trial: F - F* = {gap_pol:.6f} hartree")
print(f"polarized trial: entropy bound 2T|d|^2 = {bound_ent:.6f} hartree")
print(f"polarized trial: Coulomb part D/2 = {bound_coul:.6f} hartree")
print(f"boundary slope change per decade, measured = {decade_measured:.5f} hartree")
print(f"boundary slope change per decade, formula = {decade_formula:.5f} hartree")
print(f"T=0 energy, polarized 2p shell = {e_pol:.8f} hartree")
print(f"T=0 energy, half-filled 2p spin orbitals = {e_half:.8f} hartree")
print(f"T=0 distance: spin-summed = {density_diff:.1e}, full = {gamma_diff:.6f}")
print(f"with exchange: spin moments = {moment_up:.4f}, {moment_down:.4f} electrons")
print(f"with exchange: F of the two = {f_up:.6f}, {f_down:.6f} hartree")
print(f"midpoint F minus mean F, with exchange = {excess_hf:.6f} hartree")
print(f"midpoint F minus mean F, Hartree only = {excess_rhf:.6f} hartree")
print(f"two-site model: U = {repulsion:.1f} hartree, kT = {kT:.1f} hartree")
print(f"two-site undamped cycle n1-n2 = {cycle_a:.6f}, {cycle_b:.6f}")
print(f"two-site cycle amplitude from tanh equation = {cycle_root:.6f}")
print(f"two-site damped (0.3) result |n1-n2| = {abs(damped):.1e}")
print("no test failed")
```

It prints:

```
spin orbitals M = 18, electrons N = 7
kT = 0.100 hartree = 31578 K
Coulomb form of Gaussian difference, real space = 0.05913411 hartree
same, Fourier space = 0.05913411 hartree
lowest eigenvalue of Coulomb Gram matrix = -4.115e-18 hartree
smallest convexity gap / lower bound, 60 pairs = 1.0828
entropy constant near half filling = 2.000060 (dimensionless)
dF test slope, formula = 0.7736406 hartree
dF test slope, finite difference = 0.7736406 hartree
number of SCF starts = 5
largest distance of first density matrices = 2.9979
largest distance of final density matrices = 1.5e-10
free energy F* = -48.409294 hartree = -1317.284 eV
energy part E* = -47.966853 hartree
entropy S*/k = 4.424410
chemical potential = 0.130210 hartree
level 1s: -12.032538 hartree, occupation 1.000000
level 2s: -0.228633 hartree, occupation 0.973102
level 2p: 0.126760 hartree, occupation 0.508624
level next: 0.937659 hartree, occupation 0.000311
random start: final spin moment = 2.1e-11 electrons
random start: final 2p level spread = 9.9e-15 hartree
slope of F at solution, finite difference = -3.6e-10 hartree
iteration 1: |R| = 1.527e+01 hartree, error = 1.480e+00, bound = 3.817e+01
iteration 5: |R| = 2.087e+00 hartree, error = 2.433e-01, bound = 5.218e+00
iteration 10: |R| = 2.020e-01 hartree, error = 4.532e-03, bound = 5.051e-01
iteration 20: |R| = 5.028e-03 hartree, error = 1.145e-04, bound = 1.257e-02
polarized trial: F - F* = 0.421643 hartree
polarized trial: entropy bound 2T|d|^2 = 0.300379 hartree
polarized trial: Coulomb part D/2 = 0.000006 hartree
boundary slope change per decade, measured = 1.96999 hartree
boundary slope change per decade, formula = 1.96999 hartree
T=0 energy, polarized 2p shell = -47.98765119 hartree
T=0 energy, half-filled 2p spin orbitals = -47.98765119 hartree
T=0 distance: spin-summed = 1.4e-11, full = 1.224745
with exchange: spin moments = 2.8192, -2.8192 electrons
with exchange: F of the two = -54.402476, -54.402476 hartree
midpoint F minus mean F, with exchange = 0.187429 hartree
midpoint F minus mean F, Hartree only = -0.340437 hartree
two-site model: U = 1.0 hartree, kT = 0.1 hartree
two-site undamped cycle n1-n2 = -0.985624, 0.985624
two-site cycle amplitude from tanh equation = 0.985624
two-site damped (0.3) result |n1-n2| = 0.0e+00
no test failed
```
